CCSD and CCD for a stretched two-electron polar bond

**Problem**

Two electrons move in the field of two fixed point charges, Z_A = 1.1 and Z_B = 0.9, a distance R apart. This is a model of a polar bond, not a particular molecule. In Hartree atomic units the Hamiltonian is

H = h(1) + h(2) + 1/r₁₂,  h = −½∇² − Z_A/r_A − Z_B/r_B,

and the constant Z_A Z_B/R is added to every total energy. Each centre carries four s-type Gaussians, with exponents 0.1, 0.4, 1.6 and 6.4 bohr⁻², which gives eight orbitals. The bond is stretched from 1 to 8 bohr.

Full configuration interaction (FCI) gives the exact ground-state energy within this basis. Which of these two methods reproduces it along the whole stretch: coupled-cluster doubles (CCD) on Hartree-Fock orbitals, or coupled-cluster singles and doubles (CCSD)? If one fails, what does that do to the energy needed to stretch the bond?

**Conventions**

The state is a spin singlet, so its spatial part is symmetric in the two electrons. The orbitals are real and orthonormal: φ₀ is the doubly occupied reference orbital, and φ_a, φ_b are virtual. The symmetric pair states are

|0⟩ = φ₀φ₀,
|S_a⟩ = (φ₀φ_a + φ_aφ₀)/√2,
|D⟩ = φ_aφ_a, or (φ_aφ_b + φ_bφ_a)/√2 with a < b,

where the first factor belongs to electron 1. There are 1 + 7 + 28 = 36 of them, and FCI diagonalizes H in all 36. Repulsion integrals are written (pq|rs), with φ_pφ_q for electron 1 and φ_rφ_s for electron 2.

**A tempting solution**

The closed-shell Hartree-Fock energy is E = 2h₀₀ + (00|00). Replace φ₀ by φ₀ + κφ_a. The norm changes only at order κ², so to first order

δE = 4κ[h_a0 + (a0|00)] = 4κF_a0,

where F = h + J is the Fock operator and J is the Coulomb field of one electron in φ₀. At the minimum F_a0 = 0. The coupling of the reference to a single excitation is

⟨S_a|H|0⟩ = (1/√2)·2·[h_a0 + (a0|00)] = √2 F_a0 = 0.

This is Brillouin's theorem. The argument then continues: the singles do not couple to the reference, so they are absent from the ground state. Two electrons allow nothing beyond double excitations. The doubles are therefore all that is needed, and CCD must equal FCI, just as CCSD does.

A calculation near the energy minimum seems to agree. At R = 1.4217 bohr the energies are −1.16671 hartree for CCD and −1.16686 hartree for FCI. The difference of 0.145 millihartree is 0.6 % of the correlation energy, which is the 25.6 millihartree between Hartree-Fock and FCI. It could pass for incomplete convergence. At 8 bohr, however, CCD gives −0.9623 hartree and FCI gives −1.0077 hartree. That difference is 45 millihartree, and no convergence threshold explains it.

**Where the argument breaks**

Brillouin's theorem concerns one matrix element, the one between singles and the reference. The ground state also contains doubles. Write it as

Ψ = c₀|0⟩ + Σ_a c_a|S_a⟩ + Σ_D c_D|D⟩,

and collect the coefficients into vectors c_S and c_D. The singles rows of HΨ = EΨ are

H_S0 c₀ + H_SS c_S + H_SD c_D = E c_S.

The first term vanishes on Hartree-Fock orbitals. The rest gives

c_S = −(H_SS − E)⁻¹ H_SD c_D.

The inverse exists if the ground state is nondegenerate and c₀ ≠ 0. By the variational principle no combination of singles lies below E. One lying at E would itself be a ground state without the reference, which these conditions exclude.

So c_S vanishes only if H_SD c_D does. One element shows why it generally does not. For the double φ_aφ_a and the single S_a,

⟨S_a|H|φ_aφ_a⟩ = √2[h_0a + (0a|aa)].

The one-electron term survives because one electron stays in φ_a while the other goes from φ_a to φ₀. The Hartree-Fock condition gives h_0a = −(0a|00), so

⟨S_a|H|φ_aφ_a⟩ = √2[(0a|aa) − (0a|00)].

The Hartree-Fock orbital is adjusted to a partner with density φ₀². In a doubly excited configuration the partner has density φ_a², which produces a different field. The orbital is no longer the best one there, and the single excitation corrects it. The singles thus enter through the doubles.

This also explains why the error is easy to miss near the minimum. Count orders in the fluctuation potential, the difference between H and its mean-field part. The doubles coefficients are of first order and so is H_SD, which makes c_S second order. The resulting energy is quadratic in the product H_SD c_D, hence of fourth order. This counting is useful while the reference dominates; its weight in the FCI state is 0.985 at 1.42 bohr but 0.440 at 8 bohr.

**What CCD solves**

The operator T₂ turns |0⟩ into a combination of doubles, T₂|0⟩ = Σ_D t_D|D⟩, and gives zero on every other pair state, since those no longer have two electrons in φ₀. Therefore T₂² = 0 and

e^{T₂}|0⟩ = (1 + T₂)|0⟩.

The CCD equations require that e^{−T₂}He^{T₂}|0⟩ has no doubles component:

0 = ⟨D|(1 − T₂)H(1 + T₂)|0⟩.

Since ⟨D|T₂ = t_D⟨0|, this becomes

⟨D|H(1 + T₂)|0⟩ = t_D E_CCD,  E_CCD = ⟨0|H(1 + T₂)|0⟩.

These are the rows of an eigenvalue problem for H in the space of |0⟩ and the doubles. For two electrons CCD is therefore configuration interaction with the singles deleted. Its lowest root, the one used here, is a variational upper bound to FCI. With more electrons T₂² does not vanish in general, and this bound is lost.

The bound is strict whenever the CCD state couples to the singles. Let Φ be the normalized CCD state and v the vector with elements v_a = ⟨S_a|H|Φ⟩. The trial state Φ − ηΣ_a v_a|S_a⟩ has the energy

E_CCD − 2η|v|² + O(η²),

which is below E_CCD for small positive η if v ≠ 0. The best mixture of Φ with all singles follows from two rows. With x the coefficient of Φ, s those of the singles and ε the energy,

E_CCD x + vᵀs = εx,
v x + H_SS s = εs.

The second row gives s = −(H_SS − ε)⁻¹v x. Inserting this in the first and dividing by x,

ε = E_CCD − vᵀ(H_SS − ε)⁻¹v.

Since FCI may also readjust the reference and the doubles, E_FCI ≤ ε < E_CCD.

**Why CCSD succeeds**

The singles operator is a sum over the two electrons,

T₁ = Σ_a t_a [ |φ_a⟩⟨φ₀|(1) + |φ_a⟩⟨φ₀|(2) ].

Acting once on the reference it gives

T₁|0⟩ = Σ_a t_a(φ_aφ₀ + φ₀φ_a) = √2 Σ_a t_a|S_a⟩.

Acting again, it must excite the electron still in φ₀:

T₁²|0⟩ = Σ_ab t_a t_b(φ_aφ_b + φ_bφ_a) = 2Σ_ab t_a t_b φ_aφ_b.

A third action gives zero, as do T₁T₂ and T₂T₁ on |0⟩. The exponential therefore ends:

e^{T₁+T₂}|0⟩ = |0⟩ + √2 Σ_a t_a|S_a⟩ + T₂|0⟩ + Σ_ab t_a t_b φ_aφ_b.

Compare this with Ψ/c₀. The singles fix T₁, and the doubles then fix T₂:

t_a = c_a/(√2 c₀),
T₂|0⟩ = (1/c₀)Σ_D c_D|D⟩ − Σ_ab t_a t_b φ_aφ_b.

Any state with c₀ ≠ 0 can thus be written as c₀e^T|0⟩ in one and only one way.

It remains to show that the CCSD equations select eigenstates. With T = T₁ + T₂, they demand that e^{−T}He^T|0⟩ has no component on any single or double. The space holds nothing else except |0⟩, so

e^{−T}He^T|0⟩ = E|0⟩.

Multiplication by e^T from the left gives He^T|0⟩ = Ee^T|0⟩, which is the FCI equation. Every step can be reversed. The CCSD roots are therefore the singlet FCI eigenstates with c₀ ≠ 0, and the ground state is one of them.

The words "one of them" matter. At 4 bohr the amplitudes built from the first excited singlet also satisfy the CCSD equations, with a largest residual of about 10⁻¹⁴ hartree; this root lies 0.239 hartree above the ground state. A solver must be led to the right root. Here the energy of |0⟩ was first lowered by 4 hartree, which makes the amplitudes small, and the shift was then removed in steps while the solution was followed. The CCSD energy found in this way differs from FCI by at most 9.4 × 10⁻¹² hartree over the seven distances.

**The numbers along the stretch**

Total energies in hartree:

R (bohr)   CCD   CCSD   FCI
1.00   −1.11560   −1.11566   −1.11566
1.42   −1.16671   −1.16686   −1.16686
2.00   −1.13534   −1.13595   −1.13595
3.00   −1.05828   −1.06238   −1.06238
4.00   −1.01115   −1.02458   −1.02458
6.00   −0.97346   −1.00889   −1.00889
8.00   −0.96230   −1.00773   −1.00773

The matching formula can be followed at 8 bohr. The singles have a total weight of 0.1174 in the FCI state and the reference has 0.4402. The norm of the vector t_a should be

√[0.1174/(2 × 0.4402)] = 0.365,

which is the norm obtained from the CCSD equations.

Mixing singles into the unchanged CCD state recovers 0.1425 of the missing 0.1448 millihartree at 1.42 bohr, or 98 %. At 8 bohr it recovers 36.9 of 45.4 millihartree, or 81 %. The remainder comes from readjusting the reference and the doubles once the singles are present.

The recovered energy grows by a factor of 259 between these distances. The expression vᵀ(H_SS − ε)⁻¹v separates two causes. The norm |v| rises from 0.01947 to 0.1314 hartree, so |v|² grows by a factor of 45.6. The ratio of |v|² to the recovered energy is an effective excitation energy. It falls from

0.01947²/0.0001425 = 2.66 hartree

to

0.1314²/0.0369 = 0.468 hartree,

a factor of 5.7. The product of the two factors is 259. The coupling becomes stronger, and its weight shifts to singles of lower energy.

**The separated limit**

For large R, keep one orbital A on the first fragment and one orbital B on the second, and neglect their overlap. The ground state has one electron on each fragment:

Ψ_cov = (AB + BA)/√2.

Let the Hartree-Fock orbital and its virtual partner be

φ₀ = cosθ A + sinθ B,  φ₁ = −sinθ A + cosθ B.

Then A = cosθ φ₀ − sinθ φ₁ and B = sinθ φ₀ + cosθ φ₁. Inserting these,

Ψ_cov = (sin2θ/√2)(φ₀φ₀ − φ₁φ₁) + cos2θ |S₁⟩.

The singles weight is cos²2θ, and the reference and the double each have weight ½sin²2θ. This predicts a singles weight of one minus twice the reference weight. At 8 bohr that is 1 − 2 × 0.440 = 0.120, against 0.117 from the eight-orbital calculation. The closeness is partly accidental: at 12 bohr the two numbers are 0.143 and 0.117. Take A and B as the ground-state orbitals of the separate fragments, symmetrically orthogonalized. At 8 bohr the Hartree-Fock orbital has weights 0.638 on A and 0.333 on B, about 66 to 34. The single |S₁⟩ built from A and B carries 0.092 of the 0.117; the rest belongs to singles that change the shape of the orbital. In the two-orbital picture, equal sharing would make the singles vanish. With more orbitals some can remain, because they also correct the shape of the Hartree-Fock orbital.

CCD may not use |S₁⟩, so its state must be orthogonal to it. Written in fragment orbitals,

|S₁⟩ = cos2θ Ψ_cov − sin2θ (AA − BB)/√2.

Suppose first that both ionic states AA and BB lie an energy u above Ψ_cov, treat θ as a given angle, and neglect electron transfer between the fragments. Two states are orthogonal to |S₁⟩. One is (AA + BB)/√2, with energy u. The other is

sin2θ Ψ_cov + cos2θ (AA − BB)/√2,

with energy u cos²2θ, and this is the CCD state. Without singles, the wave function cannot remove the ionic part that an unevenly shared orbital brings in. Equal ionic energies do not themselves produce uneven sharing, however. The reference φ₀φ₀ then has energy u(cos⁴θ + sin⁴θ), whose minimum is at θ = 45°, where the error vanishes. A polar bond needs different energies u_A and u_B for AA and BB. The reference energy is then u_A cos⁴θ + u_B sin⁴θ, and Hartree-Fock gives cos²θ = u_B/(u_A + u_B). The lowest state orthogonal to |S₁⟩ has the energy E that solves

cos²2θ/E = ½sin²2θ [1/(u_A − E) + 1/(u_B − E)],

which reduces to E = u cos²2θ for equal energies. With the fragment orbitals at 8 bohr, u_A = 0.385 and u_B = 0.609 hartree. This gives θ = 38.5°, cos²2θ = 0.051 and E = 24 millihartree, about half of the computed 45.4. In the eight-orbital calculation, admitting only the single |S₁⟩ lowers the error to 17.8 millihartree; the remainder needs the singles that correct the shape of the orbital. The error does not fade at larger R: it is 49.9 millihartree at 12 bohr and 52.5 at 60 bohr.

The same formulas show where the CCSD result is at risk. The amplitude is t₁ = cos2θ/sin2θ. If the Hartree-Fock orbital collapsed onto one fragment, with θ → 0, while the true state kept one electron on each, c₀ would go to zero and t₁ would diverge. At c₀ = 0 the ground state is not a CCSD root at all. Here c₀² is still 0.44 at 8 bohr.

FCI itself separates correctly. The fragment energies in this basis are −0.602503 and −0.403943 hartree. The fragments keep net charges of +0.1 and −0.1, which attract with energy −0.01/R. At 20 bohr the expected total is −1.006446 − 0.000500 = −1.006946 hartree, and FCI agrees with it to rounding error. The agreement is this close because s functions alone cannot describe polarization or dispersion between the fragments; a basis with p functions would add small further terms.

**Two cases in which CCD is exact**

The first is a case of symmetry. Take equal charges and one s function per centre. There is then one even and one odd orbital. With φ₀ even and φ₁ odd, (01|11) and (01|00) both contain an odd charge distribution in the field of an even one, and they vanish. The single does not couple to the double. For an exponent of 0.3 bohr⁻² and R = 2 bohr, CCD and FCI agree to all printed digits when both charges are 1.0. With charges 1.1 and 0.9 in the same basis CCD lies 0.097 millihartree too high. A test on the symmetric minimal-basis case would therefore miss the fault. In a larger basis there are also even virtual orbitals, and symmetry no longer forbids the coupling. With both charges 1.0 in the eight-orbital basis, CCD lies 0.11 millihartree above FCI at 1.42 bohr and 15.7 millihartree above it at 8 bohr.

The second case is a change of reference. Any two-electron singlet can be written as

Ψ = Σ_pq C_pq φ_pφ_q,

with a symmetric matrix C. Its eigenvectors define natural orbitals χ_i, in which

Ψ = Σ_i λ_i χ_iχ_i.

Choose the χ_i with the largest |λ_i| as the reference. The expansion then has no singles, so Ψ lies entirely in the space open to CCD. On this orbital CCD agrees with FCI to 2.4 × 10⁻¹¹ hartree at all seven distances. The failure thus comes from leaving out the singles while the reference is not a natural orbital of the ground state. The Hartree-Fock orbital is in general not one. The price of the cure is that the natural orbital must be known; here it was taken from the FCI state.

CCSD has this freedom built in. The terms found above for T₁ alone combine into a product,

e^{T₁}|0⟩ = (φ₀ + Σ_a t_aφ_a)(φ₀ + Σ_a t_aφ_a),

so the singles replace the Hartree-Fock orbital by another one. This is in general not the natural orbital, but T₂, which is determined together with T₁, supplies the rest of the state.

**Consequence for a stretching energy**

The energy needed to go from 1.42 to 8 bohr is

FCI and CCSD: 0.1591 hartree
CCD: 0.2044 hartree
Hartree-Fock: 0.3301 hartree

CCD overestimates the FCI value by 0.0453 hartree, which is 1.23 eV or 28 %. Its total energy at the minimum is almost right, so nearly all of this error arises at the stretched end. Agreement at one geometry does not establish the accuracy of an energy difference.

Equality with FCI does not remove the basis error. Adding a p shell with exponent 0.8 bohr⁻² to each centre lowers the FCI energy by 14.9 millihartree at 1.42 bohr, with the distance held fixed, and by 0.003 millihartree at 8 bohr. The FCI stretching energy rises from 0.159 to 0.174 hartree. The CCD error at 8 bohr hardly moves, from 45.4 to 44.7 millihartree. In the aug-cc-pVTZ hydrogen basis it is 44.2 millihartree, the FCI stretching energy is 0.179 hartree, and the CCD overestimate is 1.20 eV or 25 %, so the figures 1.23 eV and 28 % belong to the s basis. The larger basis does not repair the missing singles.

For bond breaking in a real molecule, the model supports a limited conclusion. Its charges are fractional, its nuclei are fixed, and a bond stretched to 8 bohr is not a transition state, so 1.23 eV is not an estimate for any reaction. Most molecules also have more than two electrons. Then connected triple and higher excitations can occur, and CCSD is in general no longer equal to FCI. The model cannot say how large that error is. What carries over is the mechanism: Brillouin's theorem does not justify leaving out singles, and their effect can grow as a bond is stretched, in this model about three times as much for unequal charges as for equal ones.

The full set of energies, weights and couplings is in the numerical output below.

Table of computed values

```
Charges Z_A, Z_B (e): 1.1, 0.9; electrons: 2
s exponents on each centre (bohr^-2): 0.1 0.4 1.6 6.4
Orbitals: 8; singlet pair states: 36
FCI equilibrium distance (bohr): 1.4217
Total energies (hartree)
R(bohr)      HF          CCD         CCSD         FCI
1.0000   -1.0927028  -1.1155973  -1.1156566  -1.1156566
1.4217   -1.1412818  -1.1667118  -1.1668566  -1.1668566
2.0000   -1.1024582  -1.1353440  -1.1359451  -1.1359451
3.0000   -1.0045680  -1.0582840  -1.0623813  -1.0623813
4.0000   -0.9317586  -1.0111523  -1.0245839  -1.0245839
6.0000   -0.8489205  -0.9734624  -1.0088898  -1.0088898
8.0000   -0.8112179  -0.9622981  -1.0077309  -1.0077309
CCD-FCI and gain from adding singles to CCD state (millihartree);
FCI weights of reference and singles; norm of t_a; norm of v (hartree)
R(bohr)  CCD-FCI      gain    w_ref    w_sing     |t_a|      |v|
1.0000    0.05930   0.05868  0.99046  0.000030   0.00390  0.015244
1.4217    0.14475   0.14247  0.98473  0.000107   0.00736  0.019465
2.0000    0.60104   0.57848  0.96764  0.000770   0.01995  0.030280
3.0000    4.09730   3.68808  0.88940  0.008683   0.06987  0.054766
4.0000   13.43166  11.16703  0.73743  0.036395   0.15709  0.080385
6.0000   35.42737  28.26541  0.50120  0.099658   0.31531  0.115184
8.0000   45.43280  36.89233  0.44024  0.117410   0.36517  0.131389
Largest |CCSD-FCI| (hartree): 9.4e-12
Largest |CCD on natural orbital - FCI| (hartree): 2.4e-11
Largest reference-singles coupling (hartree): 8.5e-16
Stretching energy from equilibrium to 8 bohr (hartree)
  HF    0.330064
  CCD   0.204414
  CCSD  0.159126
  FCI   0.159126
CCD error of stretching energy: 0.045288 hartree = 1.2324 eV
Excited CCSD root at 4 bohr, above ground (hartree): 0.238928
  its largest CCSD residual (hartree): 9.7e-15
Control, one s function (exponent 0.3 bohr^-2) per centre, R = 2.0 bohr
  CCD-FCI, charges 1.0 and 1.0 (hartree): 0.0e+00
  CCD-FCI, charges 1.1 and 0.9 (hartree): 9.723e-05
Fragment energies A, B (hartree): -0.602503, -0.403943
FCI minus fragment limit at 20 bohr (hartree): 2.7e-15
With p shells (exponent 0.8 bohr^-2) on both centres:
  equilibrium: FCI change -14.8815, CCD-FCI 0.1834 (millihartree)
  8 bohr: FCI change -0.0033, CCD-FCI 44.7311 (millihartree)
```
